# Polarisation-charge iteration and conjugate gradients for variable-dielectric Poisson problems

## What fixes the dependence on contrast

An implicit solvent between two electrodes has a permittivity $\varepsilon(\mathbf r)$ that varies smoothly from about 1 near an ion or a plate to a large solvent value. The potential obeys

$$\nabla\cdot(\varepsilon\nabla\phi)=-4\pi\rho ,\qquad \phi=0\ \text{on both plates},\tag{1}$$

in Hartree atomic units, with periodicity along the plates. An iteration that uses a constant-coefficient Poisson solver must feed back the effect of the varying $\varepsilon$. In the polarisation-charge iteration derived below, the operator that does this is

$$T=(-\nabla^2)^{-1}\,\nabla\ln\varepsilon\cdot\nabla .\tag{2}$$

Three transformations fix how its eigenvalues depend on the dielectric.

- Multiplying $\varepsilon$ by a constant leaves $\nabla\ln\varepsilon$, and hence $T$, unchanged. Only ratios of permittivities matter.
- Stretching all lengths by one factor changes the two gradients and the inverse Laplacian by cancelling powers. The eigenvalues are pure numbers that depend on shape, not size.
- Replacing $\varepsilon$ by $\varepsilon^t$ multiplies $T$ by $t$.

Write $\ln\varepsilon=\Lambda u(\mathbf r)$ with $0\le u\le1$, $\Lambda=\ln C$ and $C=\varepsilon_{\max}/\varepsilon_{\min}$; the constant $\varepsilon_{\min}$ has been scaled to 1. Every eigenvalue of $T$ then has the form

$$\lambda=\tau\ln C ,\tag{3}$$

where $\tau$ depends on the shape $u$ alone. Convergence of this iteration is governed by the logarithm of the contrast. It remains to find which $\tau$ can occur.

## The scheme

Expanding the divergence in (1) gives $\varepsilon\nabla^2\phi+\nabla\varepsilon\cdot\nabla\phi=-4\pi\rho$. Division by $\varepsilon$ yields

$$-\nabla^2\phi=\frac{4\pi\rho}{\varepsilon}+g,\qquad g=\nabla\ln\varepsilon\cdot\nabla\phi .\tag{4}$$

The total charge seen by the vacuum Laplacian is $\rho/\varepsilon+g/4\pi$. Subtracting $\rho$ leaves the induced charge, $g/4\pi-(1-1/\varepsilon)\rho$. The iterated field $g/4\pi$ is thus the part due to the dielectric gradient; the rest screens $\rho$ in place and is known from the start.

With mixing parameter $\eta$, one step is

$$-\nabla^2\phi_n=\frac{4\pi\rho}{\varepsilon}+g_n,\qquad
g_{n+1}=(1-\eta)g_n+\eta\,\nabla\ln\varepsilon\cdot\nabla\phi_n .\tag{5}$$

To see what mixing does to the potential, subtract successive Poisson equations:

$$\phi_{n+1}-\phi_n=(-\nabla^2)^{-1}(g_{n+1}-g_n)=\eta(-\nabla^2)^{-1}(\nabla\ln\varepsilon\cdot\nabla\phi_n-g_n).$$

Insert $g_n=-\nabla^2\phi_n-4\pi\rho/\varepsilon$ and recombine the derivatives:

$$\phi_{n+1}=\phi_n+\eta(-\nabla^2)^{-1}\varepsilon^{-1}\left[\nabla\cdot(\varepsilon\nabla\phi_n)+4\pi\rho\right].\tag{6}$$

This is Richardson iteration: the residual of (1) is preconditioned and added with weight $\eta$. For the error $e_n=\phi_n-\phi$ the source cancels, and $\varepsilon^{-1}\nabla\cdot(\varepsilon\nabla e)=\nabla^2e+\nabla\ln\varepsilon\cdot\nabla e$, so

$$e_{n+1}=(1-\eta+\eta T)e_n .\tag{7}$$

For smooth $\varepsilon$, $T$ takes one derivative and then applies an operator that gains two. It is therefore compact: its spectrum consists of eigenvalues that can accumulate at zero, and zero itself. The iteration converges from every start if $|1-\eta+\eta\lambda|<1$ throughout this spectrum. The largest such modulus is the asymptotic error factor. Because $T$ is not a normal operator, the error may behave differently in early steps.

## Where the eigenvalues can lie

Let $T\phi=\lambda\phi$ with $\lambda\ne0$, and put $s=1/\lambda$. Applying $-\nabla^2$ and multiplying by $s$ gives $\nabla^2\phi+s\nabla\ln\varepsilon\cdot\nabla\phi=0$. Multiplication by $\varepsilon^s$ turns this into

$$\nabla\cdot(\varepsilon^s\nabla\phi)=0 .\tag{8}$$

The reciprocal of each nonzero eigenvalue is thus a complex power $s$ for which a medium of permittivity $\varepsilon^s$ supports a nonzero source-free potential between grounded plates. Multiply by $\phi^*$ and integrate by parts. The boundary terms vanish on the plates and cancel between periodic faces, so

$$\int\varepsilon^s|\nabla\phi|^2\,d^3r=0 .\tag{9}$$

The phase of $\varepsilon^s=e^{s\Lambda u}$ is $u\Lambda\,\mathrm{Im}\,s$, which spans an interval of width at most $\Lambda|\mathrm{Im}\,s|$. Suppose this width is less than $\pi$. Multiplying (9) by $e^{-i\Lambda\,\mathrm{Im}\,s/2}$ centres the phases on zero, all within $\pm\pi/2$, and the real part of the integrand is positive wherever $\nabla\phi\neq0$. Then $\phi$ is constant, and the plates make it zero. A true eigenfunction therefore needs $|\mathrm{Im}\,s|\ge\pi/\Lambda$. Since $|\mathrm{Im}(1/\lambda)|=|\mathrm{Im}\,\lambda|/|\lambda|^2$,

$$|\lambda|^2\le\frac{\Lambda}{\pi}|\mathrm{Im}\,\lambda| .\tag{10}$$

With $k=\Lambda/2\pi$, completing the square gives $(\mathrm{Re}\,\lambda)^2+(|\mathrm{Im}\,\lambda|-k)^2\le k^2$: two discs of radius $k$ centred at $\pm ik$. They touch at the origin, and no nonzero real eigenvalue exists. Because $|\mathrm{Im}\,\lambda|\le|\lambda|$, (10) also gives $|\lambda|\le\Lambda/\pi$. The unmixed iteration, $\eta=1$, converges for every smooth shape if $C<e^\pi\approx23.1$.

## A mixing parameter that needs no spectrum

The map $\lambda\mapsto1-\eta+\eta\lambda$ sends the upper disc to one with centre $1-\eta+i\eta k$ and radius $\eta k$. Its farthest point from the origin has modulus

$$G(\eta)=R+\eta k,\qquad R=\sqrt{(1-\eta)^2+\eta^2k^2} .\tag{11}$$

The lower disc gives the same value. $G$ is convex, so a stationary point is its minimum. Setting $G'=[\eta(1+k^2)-1]/R+k=0$ gives

$$1-\eta(1+k^2)=kR .\tag{12}$$

Square this, with $D=1+k^2$ and $R^2=1-2\eta+D\eta^2$:

$$1-2D\eta+D^2\eta^2=k^2(1-2\eta+D\eta^2).$$

Collecting powers and using $D-k^2=1$ leaves $D\eta^2-2\eta+1-k^2=0$. The reduced discriminant is $1-D(1-k^2)=k^4$, so the roots are $\eta=(1\pm k^2)/(1+k^2)$. The upper root, $\eta=1$, makes the left side of (12) negative and is spurious. The lower root makes it $k^2$, so $R=k$, and

$$\eta_*=\frac{1-k^2}{1+k^2},\qquad G(\eta_*)=k+\eta_*k=\frac{2k}{1+k^2} .\tag{13}$$

Since $1-G(\eta_*)=(1-k)^2/(1+k^2)$, this guarantees convergence for every smooth shape when $0<k<1$, that is for $C<e^{2\pi}\approx535$.

At low contrast, $\eta_*\approx1-2k^2$ and the bound tends to $\Lambda/\pi$, so mixing gains little. As $k\to1$, put $k=1-\delta$: then $\eta_*\approx\delta$ and the bound is $1-\delta^2/2$. The guaranteed number of steps grows as $1/\delta^2$.

## Planar layers: a benign case and a fatal one

If $\varepsilon$ depends on the distance $x$ from a plate alone, (8) for a laterally uniform mode gives $\phi'=a\,\varepsilon^{-s}$ with constant $a$. Zero potential at both plates requires

$$\int\varepsilon^{-s}\,dx=0 .\tag{14}$$

For a sharp step, taken as the limit of thin smooth ones, let solvent fill a fraction $f$ of the gap. Then $(1-f)+f e^{-s\Lambda}=0$, and

$$\lambda=\frac{\Lambda}{X\pm i(2m+1)\pi},\qquad X=\ln\frac{f}{1-f},\quad m=0,1,\ldots\tag{15}$$

The $m=0$ pair satisfies (10) with equality, so the discs cannot be made smaller for general use.

**Half-filled gap.** Here $X=0$ and the largest eigenvalues are $\pm ib$, with $b=\Lambda/\pi$. The squared error factor $(1-\eta)^2+\eta^2b^2$ is smallest when $-(1-\eta)+\eta b^2=0$. Hence $\eta=1/(1+b^2)$, and the factor is $b/\sqrt{1+b^2}=\Lambda/\sqrt{\Lambda^2+\pi^2}$. At $C=80$, $b=1.395$, $\eta=0.340$ and the factor is 0.813.

For a 40 bohr gap with $u=\tfrac12[1+\tanh((x-x_0)/w)]$, $x_0=20$ bohr and $w=0.4$ bohr, a Newton solution of (14) gives $|\lambda|=1.378$. The finite width has lowered the sharp value slightly. Running (7) on 599 interior nodes gives a factor of 0.807.

**Thin solvent-free layer.** For $\eta>0$,

$$|1-\eta+\eta\lambda|^2=1+2\eta(\mathrm{Re}\,\lambda-1)+\eta^2|\lambda-1|^2 .\tag{16}$$

If $\mathrm{Re}\,\lambda\ge1$, this is at least 1 for every positive $\eta$. A negative $\eta$ fails too, because the spectral point $\lambda=0$ gives a factor $1-\eta>1$. In (15), $\mathrm{Re}\,\lambda=\Lambda X/(X^2+\pi^2)$ for $m=0$, with maximum $\Lambda/2\pi=k$ at $X=\pi$. Above $C=e^{2\pi}$ there are therefore shapes, with a sufficiently thin transition, that no mixing parameter can cure. Among laterally uniform modes, the first to appear as $C$ rises has an empty layer filling $1/(1+e^\pi)$, about 4%, of the gap. Thinner layers are no safer in a wide cell. For a mode of wavenumber $q$ along the plates of a gap of width $L$, matching the hyperbolic sines at the step replaces $f/(1-f)$ in $X$ by $\tanh(qfL)/\tanh[q(1-f)L]$. This ratio falls towards 1 as $q$ grows, so a thinner layer also reaches $X=\pi$ if the lateral period admits the right $q$.

A 4 bohr layer in the same 40 bohr gap at the deliberately extreme contrast $10^4$ has $\lambda=1.35+1.90i$ from (14). With $\eta=0.05$, (7) predicts a factor $|1.017+0.095i|=1.022$, and the iteration run on a one-dimensional grid grows by 1.022 per step. At $\eta=0.5$ it grows by 1.51; in a three-dimensional cell, modes that vary along the plates can then grow somewhat faster. Stronger damping slows the divergence without removing it.

## Conjugate gradients

The operator $A=-\nabla\cdot(\varepsilon\nabla\,\cdot)$ is symmetric and positive definite between the plates. Conjugate gradients therefore has no contrast threshold in exact arithmetic. Its speed depends on the preconditioner.

Put $a=\sqrt\varepsilon$ and $\phi=\psi/a$. Then $\varepsilon\nabla\phi=a\nabla\psi-\psi\nabla a$. On taking the divergence the cross terms cancel, leaving $a\nabla^2\psi-\psi\nabla^2a$. Hence

$$A=\sqrt\varepsilon\,(-\nabla^2+V)\sqrt\varepsilon,\qquad
V=\frac{\nabla^2\sqrt\varepsilon}{\sqrt\varepsilon}=\frac{\Lambda}{2}\nabla^2u+\frac{\Lambda^2}{4}|\nabla u|^2 .\tag{17}$$

The scaled preconditioner $M=\sqrt\varepsilon(-\nabla^2)\sqrt\varepsilon$ leaves an operator similar to $1+(-\nabla^2)^{-1}V$. For bounded $V$ the second term is compact, so all but finitely many eigenvalues lie in any chosen neighbourhood of 1.

The plain choice $M=-\nabla^2$ has the Rayleigh quotient $\int\varepsilon|\nabla\phi|^2/\int|\nabla\phi|^2$, which lies between $\varepsilon_{\min}$ and $\varepsilon_{\max}$. A short-wave packet placed at $\mathbf r_0$ has a quotient close to $\varepsilon(\mathbf r_0)$, so the spectrum is spread over the range instead of clustered.

With condition number $\kappa$, the energy-norm error obeys

$$\|e_n\|_A\le2\left(\frac{\sqrt\kappa-1}{\sqrt\kappa+1}\right)^n\|e_0\|_A,\qquad \|e\|_A^2=\int e\,Ae\,d^3r .\tag{18}$$

For large $\kappa$ the bracket is about $1-2/\sqrt\kappa$, so the bound predicts a number of steps proportional to $\sqrt\kappa$. For the plain preconditioner this means at most a growth as $\sqrt C$.

For clustered spectra (18) is pessimistic. The error is bounded by the smallest maximum, over the eigenvalues $\mu$, of a polynomial $p_n(\mu)$ with $p_n(0)=1$. Factors $1-\mu/\mu_j$ remove $m$ outliers $\mu_j$ at a cost of $m$ steps. The other $n-m$ steps then face the narrow remaining interval $[\mu_a,\mu_b]$. A high outlier adds no amplification there; a low one multiplies the bound by at most $\mu_b/\mu_j$, which costs a logarithmic number of further steps.

## Grid form and pseudocode

On a grid of spacing $h$, let $j$ run over the neighbours of node $i$ and use geometric means on the faces:

$$(A\phi)_i=\frac1{h^2}\sum_j\sqrt{\varepsilon_i\varepsilon_j}\,(\phi_i-\phi_j).\tag{19}$$

Substitute $\phi_i=\psi_i/\sqrt{\varepsilon_i}$ and divide by $\sqrt{\varepsilon_i}$. Each term becomes $\sqrt{\varepsilon_j/\varepsilon_i}\,\psi_i-\psi_j=(\psi_i-\psi_j)+(\sqrt{\varepsilon_j/\varepsilon_i}-1)\psi_i$. This is the grid form of $-\nabla^2$ plus a diagonal $V$, the grid Laplacian of $\sqrt\varepsilon$ divided by $\sqrt\varepsilon$. The factorisation in (17) therefore holds exactly on the grid; the expression for $V$ in terms of $u$ is recovered only as $h\to0$.

Let `K` be the grid version of $-\nabla^2$ and `b = 4*pi*rho`. A sine transform between the plates and Fourier transforms along them invert `K`.

```
mixed iteration                  conjugate gradients
k = ln(C)/(2*pi)                 phi = 0; r = b
require k < 1                    z = solve M z = r
eta = (1-k*k)/(1+k*k)            p = z; c = <r,z>
g = 0                            repeat
repeat                             q = A p
  t = b/eps + g                    alpha = c/<p,q>
  phi = solve K phi = t            phi += alpha*p
  q = A phi                        r -= alpha*q
  stop if |b-q| < tol*|b|          stop if |r| < tol*|b|
  g = (1-eta)*g                    z = solve M z = r
      + eta*(t - q/eps)            d = <r,z>
                                   p = z + (d/c)*p; c = d
```

The term `t - q/eps` is the grid version of $\nabla\ln\varepsilon\cdot\nabla\phi$, since `t = K phi`. Both methods then solve the same equations. For the scaled preconditioner, divide `r` by $\sqrt\varepsilon$, solve with `K`, and divide by $\sqrt\varepsilon$ again. Each step of either method costs one Poisson solve, $O(N\log N)$ for $N$ nodes, and one $O(N)$ stencil. Conjugate gradients adds two inner products. If `r` overwrites `b`, both columns hold the same number of fields.

## An ion pair between plates

The model gap is 19.2 bohr wide with lateral period 12.8 bohr, on $47\times32\times32$ nodes with $h=0.4$ bohr. Gaussian charges $+1$ and $-1$, of standard deviation 0.8 bohr, sit at $(6.4,3.2,4.0)$ and $(12.0,9.2,8.4)$ bohr, the first coordinate being measured from a plate. The shape $u$ is a product of switches $\tfrac12[1+\tanh(d/w)]$ with $w=1.2$ bohr. Here $d$ is the distance outside a cavity of radius 3.0 bohr round each ion, or beyond an empty layer of 2.5 bohr at each plate. This distance has a cusp at each ion and a kink midway between periodic images. The gradient of $u$ stays bounded there, but the continuum $V$ in (17) does not, so the clustering argument given for bounded $V$ does not cover this shape as it stands. On the grid $V$ is finite, and the results below are for that grid. The smooth tails make $\varepsilon$ run from 1.03 to 79.4 at nominal $C=80$.

Poisson solves to a relative residual of $10^{-8}$ are:

| $C$ | $\eta_*$ | unmixed | mixed | CG scaled | CG plain |
|---:|---:|---:|---:|---:|---:|
| 2 | 0.976 | 10 | 9 | 9 | 12 |
| 5 | 0.877 | 16 | 17 | 13 | 21 |
| 20 | 0.630 | 37 | 38 | 19 | 45 |
| 80 | 0.346 | 225 | 97 | 26 | 91 |
| 200 | 0.169 | none in 400 | 224 | 31 | 144 |

An 80-step Arnoldi calculation gives the largest $|\lambda|$ as 0.340 at $C=5$ and 0.924 at $C=80$. Divided by $\ln C$, both are 0.211, as (3) requires, and below the general limit $1/\pi=0.318$. On this grid the shape therefore loses unmixed convergence at $C=e^{1/0.2108}\approx115$, not at 23. The threshold is exponential in $1/\tau$ and so sensitive to discretisation: a $\tau$ larger by 2.5% would lower it to about 102. That is why the unmixed scheme works at 80 and not at 200.

The factor 0.924 also explains the count at 80: $\ln10^{-8}/\ln0.924\approx233$, against 225 observed. Near the threshold $\Lambda_c$ the denominator is about $-(\Lambda_c-\Lambda)/\Lambda_c$, so the cost diverges as the inverse distance in $\ln C$.

Mixing at $C=80$ has a guaranteed factor of 0.938. The Arnoldi values predict 0.831 for this shape, and a source-free run of 200 steps gives 0.823 from its second half. The bound protects against worse shapes. For the same reason $\eta_*$ is not optimal here, and at $C=5$ and 20 it costs one solve more than no mixing.

From $C=20$ upwards the count for the plain preconditioner grows nearly as $\sqrt C$, the rate allowed by its bound: it rises by $91/45=2.02$ from 20 to 80 and by $144/91=1.58$ from 80 to 200, where $\sqrt C$ rises by 2 and 1.58. At lower contrast the growth differs more, $21/12=1.75$ from 2 to 5 against 1.58. At 80 it offers little over mixing with $\eta_*$, and a mixing tuned to this shape, $\eta=0.5$, needs only 80 solves. The scaled preconditioner needs 26 solves there, although its condition number, estimated from the conjugate-gradient coefficients, is 429 against 75 for the plain one. Bound (18) would allow a relative energy-norm error of 0.16 after 26 steps; the actual error is $1.9\times10^{-9}$. Clustering near 1, not $\kappa$, decides the comparison.

The energy $\tfrac12\int\rho\phi\,d^3r$ falls from 0.5695 hartree in vacuum to 0.2122 hartree at $C=80$. The polarisation energy is $0.2122-0.5695=-0.3573$ hartree, or $-9.72$ eV, for this fixed charge density, grid and model dielectric.

## Failure modes

**Contrast beyond the guarantee.** For $C\ge e^{2\pi}$, (13) offers no usable $\eta$. A particular shape may still converge, but conjugate gradients is the safer choice.

**Unresolved transitions.** One switch changes $\ln\varepsilon$ by at most about $\Lambda h/2w$ per cell, here $4.38\times0.4/2.4=0.73$ at $C=80$. As this grows, the grid eigenvalues need not follow the continuum discs, and $k<1$ no longer guarantees convergence. For the ion pair at $C=80$ on the same grid, $\eta_*$ still converges at $w=0.4$ bohr but diverges at $w=0.05$ bohr.

**Discontinuous permittivity.** As $w\to0$, $V$ becomes singular and the compactness behind the scaled preconditioner is lost. The plain preconditioner keeps its bound $\kappa\le C$ and can become the faster one: for the ion pair at $C=80$, scaled and plain need 56 and 91 solves at $w=0.4$ bohr, but 163 and 75 at $w=0.05$ bohr.

**Other equations.** The derivation assumes a fixed, positive, scalar $\varepsilon$. Plates held at fixed nonzero potentials change only the boundary values in the Poisson solve: the error still vanishes on the plates, so (7) is unchanged. A permittivity that responds to the potential adds terms to the error map, and a fully periodic cell needs separate treatment of the constant potential.
